# Bloch's stopping logarithm and its classical Bohr limit

## Definitions and conventions

Gaussian units are used. A point projectile of charge \(qe\), with \(q>0\) unless stated otherwise, moves at constant velocity \(v\) through \(n_e\) electrons per unit volume. Each electron has charge \(-e\) and mass \(m\), is bound isotropically and harmonically with angular frequency \(\omega\), and starts in its ground state. The projectile is so heavy that its path stays straight, and \(v\ll c\).

If \(T(b)\) is the mean energy given to an electron at impact parameter \(b\), the energy lost per unit path is

\[
S=n_e\int 2\pi b\,T(b)\,db=\frac{4\pi q^2e^4n_e}{mv^2}\,L,\qquad
L=\frac{mv^2}{2q^2e^4}\int b\,T(b)\,db. \tag{1}
\]

The dimensionless \(L\) is the stopping logarithm. Define

\[
I=\hbar\omega,\quad \eta=\frac{qe^2}{\hbar v}=\frac{qv_0}{v},\quad
b_c=\frac{qe^2}{mv^2},\quad \xi=\frac{v}{\omega b_c}=\frac{mv^3}{qe^2\omega},
\]

where \(v_0=e^2/\hbar\) is the Bohr velocity. Then \(b_c=\eta\hbar/(mv)\) and \(2mv^2/I=2\eta\xi\). The digamma function is \(\psi\), and \(\psi(1)=-\gamma\), with \(\gamma\) Euler's constant.

## Theorem

Assume that a joining distance \(b_0\) exists with

\[
\max\!\left(b_c,\sqrt{\hbar/m\omega}\right)\ll b_0\ll v/\omega. \tag{2}
\]

Then, at leading order in the small ratios of (2),

\[
L_{\rm Bloch}=\ln\frac{2mv^2}{I}+\psi(1)-\mathrm{Re}\,\psi(1+i\eta). \tag{3}
\]

For \(\eta\to0\) this becomes Bethe's \(\ln(2mv^2/I)\). For \(\eta\gg1\),

\[
L_{\rm Bloch}=\ln\!\left(2e^{-\gamma}\frac{mv^3}{qe^2\omega}\right)-\frac{1}{12\eta^2}+O(\eta^{-4}),\qquad 2e^{-\gamma}=1.1229. \tag{4}
\]

The logarithm in (4) is Bohr's classical result, \(L_{\rm Bohr}\).

Condition (2) needs both \(\xi\gg1\) and \(2mv^2/I\gg1\). The second makes the oscillator's size \(\sqrt{\hbar/m\omega}\) small against \(v/\omega\), and its orbital speeds small against \(v\). Large \(\eta\) alone makes (3) and Bohr's formula agree, but does not make either a valid stopping formula.

## Lemma 1: distant collisions

**The part \(b>b_0\) contributes \(L_{\rm far}=\ln(2v/\omega b_0)-\gamma\).**

*Proof.* Beyond \(b_0\) the force is nearly uniform over the electron's motion:

\[
\mathbf F(t)=\frac{qe^2\,(vt,\,b)}{(b^2+v^2t^2)^{3/2}}.
\]

For one Cartesian component, set \(A=\dot x+i\omega x\). Since \(\ddot x=-\omega^2x+F/m\), we have \(\dot A=i\omega A+F/m\). After the passage,

\[
A=e^{i\omega t}(A_0+c),\qquad c=\frac1m\int_{-\infty}^{\infty}F(t)e^{-i\omega t}dt .
\]

An electron initially at rest gains \(m|c|^2/2\). In quantum mechanics the operators obey the same linear equation. The terms linear in \(A_0\) average to zero in the ground state, so the mean gain is again \(m|c|^2/2\).

Let \(x=\omega b/v\) and \(s=vt/b\). Start from \(K_0(x)=\int_0^\infty\cos(xs)(1+s^2)^{-1/2}ds\). Integration by parts gives

\[
\int_0^\infty\frac{s\sin(xs)}{(1+s^2)^{3/2}}ds=xK_0(x).
\]

The transverse integral \(J(x)=\int_0^\infty\cos(xs)(1+s^2)^{-3/2}ds\) therefore has \(J'=-xK_0=(xK_1)'\). Both \(J\) and \(xK_1\) vanish at infinity, so \(J=xK_1\). The two force components have Fourier amplitudes of size \((2qe^2/bv)\,xK_0\) and \((2qe^2/bv)\,xK_1\), whence

\[
T(b)=\frac{2q^2e^4}{mv^2b^2}\,x^2\left[K_0^2(x)+K_1^2(x)\right].
\]

Insert this in (1), with \(x_0=\omega b_0/v\). Because \(K_0'=-K_1\) and \((xK_1)'=-xK_0\),

\[
L_{\rm far}=\int_{x_0}^{\infty}x(K_0^2+K_1^2)\,dx=x_0K_0(x_0)K_1(x_0).
\]

As \(x_0\to0\), \(x_0K_1\to1\) and \(K_0\to\ln(2/x_0)-\gamma\). ∎

## Lemma 2: drag from phase shifts

**For free electrons, \(S=n_emv^2\sigma_{\rm tr}\), with \(k=mv/\hbar\) and**

\[
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{5}
\]

*Proof.* Inside \(b_0\) a collision lasts much less than \(1/\omega\), so the electron acts as free and initially at rest. In the projectile's frame it scatters elastically through an angle \(\theta\) and gives up forward momentum \(mv(1-\cos\theta)\). The incident flux is \(n_ev\), so the drag is \(n_emv^2\int(1-\cos\theta)|f|^2d\Omega\).

Take first a Coulomb force screened far outside \(b_0\), for which the sums converge. Write \(f=k^{-1}\sum(2l+1)a_lP_l\), where \(a_l=e^{i\delta_l}\sin\delta_l\). The recursion \((2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}\) gives

\[
\int\cos\theta\,P_lP_{l+1}\,d\Omega=\frac{4\pi(l+1)}{(2l+1)(2l+3)} .
\]

Also \(\sum(2l+1)|a_l|^2=\sum(l+1)(|a_l|^2+|a_{l+1}|^2)\), because each \(|a_l|^2\) appears \(l+1\) times from one term and \(l\) times from the other. Therefore

\[
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum(l+1)\left[|a_l|^2+|a_{l+1}|^2-2\,\mathrm{Re}\,a_la_{l+1}^*\right]
=\frac{4\pi}{k^2}\sum(l+1)|a_l-a_{l+1}|^2 .
\]

Since \(a_l=(e^{2i\delta_l}-1)/2i\), the last modulus is \(|\sin(\delta_l-\delta_{l+1})|\). ∎

## Lemma 3: Coulomb phase differences

**For a Coulomb force, \(\sin^2(\delta_l-\delta_{l+1})=\eta^2/[(l+1)^2+\eta^2]\).**

*Proof.* Let \(\rho=kr\), \(n=l+1\), and \(\sigma=-\eta\) for attraction or \(+\eta\) for repulsion. The radial equation is \(H_lu_l=u_l\), with

\[
H_l=-\frac{d^2}{d\rho^2}+\frac{l(l+1)}{\rho^2}+\frac{2\sigma}{\rho}.
\]

Set \(W=n/\rho+\sigma/n\), \(D=W-d/d\rho\) and \(D^\dagger=W+d/d\rho\). Since \(W'=-n/\rho^2\),

\[
D^\dagger D=-\frac{d^2}{d\rho^2}+W^2+W'=H_l+\frac{\sigma^2}{n^2},\qquad
DD^\dagger=-\frac{d^2}{d\rho^2}+W^2-W'=H_{l+1}+\frac{\sigma^2}{n^2}.
\]

Thus \(H_{l+1}(Du_l)=D(D^\dagger D-\sigma^2/n^2)u_l=Du_l\). The function \(Du_l\) is bounded at the origin, whereas the irregular solution for \(l+1\) diverges there, so \(Du_l=Cu_{l+1}\).

At large \(\rho\), \(u_l\to\sin\Theta_l\), where \(\Theta_l=\rho-\sigma\ln2\rho-l\pi/2+\delta_l\). Put \(\Delta=\delta_{l+1}-\delta_l\), so that \(\Theta_{l+1}=\Theta_l-\pi/2+\Delta\). The ladder relation becomes

\[
\frac{\sigma}{n}\sin\Theta_l-\cos\Theta_l=-C\cos(\Theta_l+\Delta)
=C\sin\Delta\sin\Theta_l-C\cos\Delta\cos\Theta_l .
\]

Comparing coefficients gives \(C\cos\Delta=1\) and \(C\sin\Delta=\sigma/n\), so \(\tan\Delta=\sigma/n\). The squared sine follows and does not depend on the sign of the charge. ∎

## Proof of the theorem

**Joining the two regions.** Screening far outside \(b_0\) shifts all phases with \(l\lesssim mvb_0/\hbar\) by nearly the same amount, so their differences remain those of the pure Coulomb force. Lemma 3 can therefore be inserted in Lemma 2 for these partial waves. The factor \(mv^2\eta^2/k^2\) equals \(q^2e^4/(mv^2)\), so the close part of \(L\) is a sum of \(n/(n^2+\eta^2)\). At large angular momentum, \(n\hbar=mvb\); the sum therefore stops at \(N=mvb_0/\hbar\gg1\). Moving this limit by one unit changes the result by about \(1/N\), which is beyond leading order.

Now \(n/(n^2+\eta^2)=\mathrm{Re}\,[1/(n+i\eta)]\), and \(\psi(z+1)-\psi(z)=1/z\) makes the sum telescope:

\[
L_{\rm close}=\sum_{n=1}^{N}\frac{n}{n^2+\eta^2}
=\mathrm{Re}\left[\psi(N+1+i\eta)-\psi(1+i\eta)\right]
\to\ln N-\mathrm{Re}\,\psi(1+i\eta), \tag{6}
\]

because \(N\gg\eta\) by (2). Adding Lemma 1 gives

\[
L=\ln\frac{2v}{\omega b_0}-\gamma+\ln\frac{mvb_0}{\hbar}-\mathrm{Re}\,\psi(1+i\eta).
\]

The distance \(b_0\) cancels, which proves (3).

**Small \(\eta\).** Subtracting the same sum at \(\eta=0\) gives the Bloch shift

\[
\psi(1)-\mathrm{Re}\,\psi(1+i\eta)=-\eta^2\sum_{n=1}^{\infty}\frac{1}{n(n^2+\eta^2)},
\]

which vanishes as \(\eta^2\). This is Bethe's limit.

**Large \(\eta\).** The function \(g(x)=x/(x^2+\eta^2)\) varies on the scale \(\eta\), so many partial waves contribute smoothly. With \(g(0)=0\) and \(g'(0)=1/\eta^2\), the Euler–Maclaurin formula gives, for \(N\gg\eta\),

\[
\sum_{n=1}^{N}g(n)=\int_0^Ng(x)\,dx-\frac{g'(0)}{12}+O(\eta^{-4})
=\ln\frac N\eta-\frac1{12\eta^2}+O(\eta^{-4}),
\]

where terms that vanish with \(\eta/N\) or \(1/N\) are dropped. Comparison with (6) yields \(\mathrm{Re}\,\psi(1+i\eta)=\ln\eta+1/(12\eta^2)+O(\eta^{-4})\). Since \(2mv^2/I=2\eta\xi\),

\[
L_{\rm Bloch}=\ln(2\eta\xi)-\gamma-\ln\eta-\frac1{12\eta^2}+O(\eta^{-4}),
\]

which is (4). Planck's constant has cancelled from the logarithm.

**Identification with Bohr's result.** Classical Rutherford scattering has \(\tan(\theta/2)=b_c/b\). Hence

\[
T=mv^2(1-\cos\theta)=\frac{2mv^2b_c^2}{b^2+b_c^2},\qquad
L_{\rm close}^{\rm cl}=\int_0^{b_0}\frac{b\,db}{b^2+b_c^2}\to\ln\frac{b_0}{b_c}.
\]

With \(x=mvb/\hbar\), this is the integral that replaced the partial-wave sum. Adding Lemma 1 gives \(\ln(2v/\omega b_c)-\gamma=\ln(2e^{-\gamma}\xi)\). ∎

## Remarks on the two limits

**Origin of 1.123.** Distant collisions supply \(\ln2-\gamma\) at every \(\eta\). In Bethe's limit the close sum is harmonic, \(\sum1/n\to\ln N+\gamma\), and its \(\gamma\) cancels the distant one. In Bohr's limit the sum becomes a smooth integral without a \(\gamma\), and the distant term survives.

**Approach to the limit.** Digamma evaluation gives \(L_{\rm Bloch}-L_{\rm Bohr}=-0.095\) at \(\eta=1\), \(-0.021\) at 2 and \(-0.0034\) at 5. At \(\eta=0.1\) the Bloch shift from Bethe's value is \(-0.012\).

**A check of the Bethe constant without joining regions.** In the Born approximation, a transfer of recoil energy \(Q\) has cross section \(d\sigma=(2\pi q^2e^4/mv^2)\,dQ/Q^2\). The oscillator then absorbs \(N'\) quanta with Poisson probability of mean \(s=Q/\hbar\omega\). Energy conservation requires \(s\ge N'^2/y\), where \(y=2mv^2/I\). Thus

\[
L_{\rm Born}=\frac12\sum_{N'=1}^{\infty}N'\int_{N'^2/y}^{\infty}\frac{ds}{s^2}\,\frac{e^{-s}s^{N'}}{N'!}.
\]

At \(y=2000\) the sum is 7.5994, while \(\ln y=7.6009\). The difference times \(y\) is \(-3.006\). This matches \(-\langle v_e^2\rangle/v^2=-3/y\), since the ground state has \(\langle v_e^2\rangle=3\hbar\omega/2m\).

**A check of the Bohr constant.** Classical trajectories of a bound electron were integrated at \(\xi=400\), with the free Rutherford formula used for \(b<0.3\,b_c\). They give \(L=6.164\) for attraction and 6.049 for repulsion. The mean, 6.1065, agrees with Bohr's 6.1074, and corresponds to a factor of 1.122. The difference between the two signs is the Barkas effect, absent from (3).

**Several resonances.** For oscillator strengths \(f_i\) with \(\sum f_i=1\), the contributions add. Both formulas keep their form with \(\ln I=\sum_if_i\ln\hbar\omega_i\), provided each important resonance satisfies (2).

**The required speed window.** With \(E_h=mv_0^2\), the conditions \(\eta\gg1\) and \(\xi\gg1\) read

\[
\left(\frac{qI}{E_h}\right)^{1/3}\ll\frac v{v_0}\ll q .
\]

The window is wide when \(q^2\gg I/E_h\).

## Worked example: gold ions in silicon

Take gold at 11 MeV per mass unit, with charge \(q=55\). For silicon use the rough values \(I=170\) eV and 50 atoms per nm³, each with 14 electrons. The speed is \(v=20.875\,v_0=0.152\,c\), so

\[
\eta=\frac{55}{20.875}=2.635,\qquad \xi=26.48,\qquad
\frac{2mv^2}{I}=2(2.635)(26.48)=139.5 .
\]

The three logarithms are

\[
L_{\rm Bethe}=\ln139.5=4.938,\quad L_{\rm Bloch}=3.380,\quad
L_{\rm Bohr}=\ln(1.1229\times26.48)=3.392 .
\]

The difference \(L_{\rm Bloch}-L_{\rm Bohr}=-0.0122\) is close to \(-1/(12\eta^2)=-0.0120\). The prefactor in (1) is 4.653 keV/nm, hence

\[
S_{\rm Bloch}=4.653\times3.380=15.7\ \text{keV/nm}.
\]

Bohr's formula gives 15.8 keV/nm and Bethe's 23.0 keV/nm. At these fixed inputs, Bethe's value is 46% above Bloch's. Condition (2) is met only loosely: \(b_c=0.126\), \(\sqrt{\hbar/m\omega}=0.400\) and \(v/\omega=3.34\) Bohr radii, so \(b_0\) can be at most a factor of about 2.9 from both ends of its range. Corrections to the leading order are therefore not small, as the estimates below show.

**Comparison with the real case.** The ion's speed is typical of swift-heavy-ion irradiation. The least secure assumption is a fixed point charge: a real gold ion carries electrons, and its charge fluctuates. The rough stripping estimate \(Z[1-\exp(-v/(v_0Z^{2/3}))]\), with \(Z=79\), gives a mean charge of about 54, near the chosen 55. The Schiwietz–Grande fit to measured charges in solids gives about 61.3, and with that charge (3) yields 18.9 keV/nm instead of 15.7. In addition, a target electron that enters the ion's cloud sees more charge. Treating the ion as a bare nucleus of charge 79 gives 29.0 keV/nm, 1.85 times the 15.7 keV/nm found for charge 55. This shows the sensitivity to screening; it is not an error bar.

**Other neglected effects.** At this \(\xi\), classical trajectories give \(L=3.79\) for the positive ion and 3.03 for a negative one. The positive-ion value exceeds Bohr's by 0.40, or 12%, far more than the Bloch–Bohr difference. These values are for a single resonance at \(I\) and for an electron starting at rest at the centre, although the ground-state size \(\sqrt{\hbar/m\omega}\) is about \(3\,b_c\) here. Silicon's shells have widely spread energies. Rough three-shell models with 2, 8 and 4 electrons and the same \(I\) give an excess that depends on the shell energies: about 0.5 for resonances at 2200, 283 and 17 eV, and about 0.4 for 3440, 234 and 20 eV. An unrestricted Hartree–Fock silicon atom in the cc-pVDZ basis gives \(-\langle v_e^2\rangle/v^2=-0.095\), which would be the leading orbital-motion shift of \(L\) in the Born limit. Here \(L\) varies nearly as \(\ln v^3\) instead of \(\ln v^2\), and averaging the drag from (3) over isotropic electron velocities gives a leading shift about 1.5 times as large, near \(-0.14\). This is only a size estimate, because the 1s electrons are not slow compared with the ion. The atom's 1s orbital energy is \(-1872.5\) eV in this basis and \(-1872.6\) eV in cc-pVQZ. Used as a resonance energy, its magnitude gives \(\xi=2.4\), so the two 1s electrons do not satisfy \(\xi\gg1\). The relativistic addition to the Bethe logarithm, \(-\ln(1-v^2/c^2)-v^2/c^2\), is only about 0.0003, but it is the small-charge limit. For a point charge of 55, using the phase shifts of the Dirac equation in the close collisions makes the total relativistic addition to \(L\) about 0.08, which also exceeds the Bloch–Bohr difference.

**Failure for an ordinary implant.** A 1 MeV boron ion, treated as bare charge 5 and mass 11 u, has \(v=1.914\,v_0\) and \(\eta=2.61\) in the same target. This is nearly the gold value of \(\eta\), and the Bloch and Bohr logarithms again almost coincide, at \(-1.390\) and \(-1.377\). But \(\xi=0.225\), no joining distance exists, and both formulas predict negative stopping. Their agreement then says nothing about the energy loss. The numerical output lists the values for both ions.

## Computed values

```
Bohr factor 2 exp(-gamma): 1.12292
Largest error of Coulomb phase test (sin^2): 0.0049
eta  0.1: Bloch shift -0.01192, L_Bloch-L_Bohr -1.73729
eta  0.5: Bloch shift -0.24833, L_Bloch-L_Bohr -0.36426
eta  1.0: Bloch shift -0.67187, L_Bloch-L_Bohr -0.09465
eta  2.0: Bloch shift -1.29181, L_Bloch-L_Bohr -0.02144
eta  5.0: Bloch shift -2.19000, L_Bloch-L_Bohr -0.00335
eta 10.0: Bloch shift -2.88063, L_Bloch-L_Bohr -0.00083
Born oscillator, y = 2000: L 7.59940, ln y 7.60090
Born oscillator, y*(L - ln y): -3.006
Trajectories, xi = 400: L attractive 6.1640, repulsive 6.0490
Trajectories, mean L: 6.1065; Bohr formula 6.1074
Factor from trajectories exp(L)/xi: 1.1219
--- gold ion in silicon ---
Energy per mass unit: 11.0 MeV/u
Charge used: 55; stripping estimate: 53.6
I: 170 eV; atom density: 50 nm^-3
Electrons per silicon atom: 14
Speed v/v0: 20.875; v/c: 0.1523
eta: 2.635; 2mv^2/I: 139.5; xi: 26.48
Prefactor of L: 4.653 keV/nm
L Bethe: 4.9381; Bloch: 3.3800; Bohr: 3.3922
L_Bloch-L_Bohr: -0.01219; -1/(12 eta^2): -0.01201
S Bethe: 22.98 keV/nm
S Bloch: 15.73 keV/nm
S Bohr: 15.78 keV/nm
--- neglected effects, same example ---
Trajectory L, positive ion: 3.793; negative: 3.027
Trajectory L minus Bohr L, positive ion: 0.401
Silicon UHF/cc-pVDZ kinetic energy: 288.85 hartree
Orbital-motion size -<v_e^2>/v^2 in L: -0.095
Silicon 1s UHF orbital energy: -1872 eV; xi for 1s: 2.40
Bare gold, charge 79: eta 3.784, L Bloch 3.0242
S Bloch, bare gold: 29.03 keV/nm
Ratio bare gold to charge used: 1.846
Relativistic addition to L: 0.000274
--- 1 MeV boron (11 u, bare charge 5) in silicon ---
v/v0: 1.914; eta: 2.612; xi: 0.225
L Bethe: 0.160; Bloch: -1.390; Bohr: -1.377
```
